# Pauling's electrostatic valence rule and the ranking of hafnia polymorphs: test program

```python
"""
Result under test: in HfO2 with seven-coordinate Hf and three- or four-coordinate
O, the Pauling sums at oxygen are 12/7 and 16/7, in equal numbers. Monoclinic
P2_1/c and polar Pca2_1 hafnia therefore tie in every score made from these sums.

Symbols: Pauling bond strength = 4 / (coordination number of Hf);
Pauling sum = total bond strength received by one oxygen;
f.u. = formula unit HfO2; every cell below holds 4 f.u.
Cell data are rough typical values; coordinates are rounded to 0.01.
"""
from collections import Counter
from fractions import Fraction
from itertools import product
import numpy as np
from scipy import constants as const
from scipy.special import erfc

CUTOFF = 2.7            # angstrom, largest distance counted as a bond
DECAY = 0.37            # angstrom, usual decay length of bond valence
ROUNDING = 0.005        # half of the last digit of the coordinates
FIELD = 1.0             # MV/cm
TEMPERATURE = 300.0     # K
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e10   # eV angstrom
CHARGES = np.array([4.0] * 4 + [-2.0] * 8)


def monoclinic_orbit(p):
    x, y, z = p
    return [(x, y, z), (-x, y + .5, .5 - z), (-x, -y, -z), (x, .5 - y, z + .5)]


def polar_orbit(p):
    x, y, z = p
    return [(x, y, z), (-x, -y, z + .5), (x + .5, -y, z), (.5 - x, y, z + .5)]


def build(orbit, sites):
    """Four Hf first, then eight O, in fractional coordinates."""
    return np.array([q for p in sites for q in orbit(p)]) % 1.0


def cell_matrix(a, b, c, beta_deg):
    beta = np.radians(beta_deg)
    return np.array([[a, 0, 0], [0, b, 0],
                     [c * np.cos(beta), 0, c * np.sin(beta)]])


def contacts(cell, frac):
    """Distances indexed by Hf, O and lattice image."""
    images = np.array(list(product(range(-2, 3), repeat=3)))
    delta = frac[None, 4:, None, :] - frac[:4, None, None, :] + images
    return np.linalg.norm(delta @ cell, axis=-1)


def pauling(distance):
    bonds = (distance < CUTOFF).sum(axis=2)
    hf_cn, o_cn = bonds.sum(axis=1), bonds.sum(axis=0)
    sums = [sum((int(bonds[h, o]) * Fraction(4, int(hf_cn[h]))
                 for h in range(4)), Fraction(0)) for o in range(8)]
    return bonds, hf_cn, o_cn, sums


def length_sums(distance):
    """Oxygen sums with exponential bond strengths, 4 in total at each Hf."""
    weight = np.where(distance < CUTOFF, np.exp(-distance / DECAY), 0).sum(axis=2)
    return (4 * weight / weight.sum(axis=1, keepdims=True)).sum(axis=0)


def ewald(cell, frac, charges, alpha=0.6):
    """Coulomb energy of one cell in eV, without a macroscopic field."""
    images = np.array(list(product(range(-3, 4), repeat=3)))
    delta = frac[:, None, None, :] - frac[None, :, None, :] + images
    r = np.linalg.norm(delta @ cell, axis=-1)
    safe = np.where(r > 1e-8, r, 1.0)
    kernel = np.where(r > 1e-8, erfc(alpha * safe) / safe, 0).sum(axis=2)
    real = 0.5 * charges @ kernel @ charges
    h = np.array([v for v in product(range(-7, 8), repeat=3) if any(v)])
    k2 = ((2 * np.pi * h @ np.linalg.inv(cell).T) ** 2).sum(axis=1)
    structure = np.exp(2j * np.pi * h @ frac.T) @ charges
    volume = abs(np.linalg.det(cell))
    recip = 2 * np.pi / volume * np.sum(
        np.exp(-k2 / (4 * alpha**2)) / k2 * abs(structure)**2)
    return COULOMB * (real + recip - alpha / np.sqrt(np.pi) * charges @ charges)


def has_inversion(frac, tol=1e-6):
    """Try every centre that sends the first Hf onto some Hf."""
    for partner in frac[:4]:
        mapped = frac[0] + partner - frac
        good = True
        for group in (slice(0, 4), slice(4, 12)):
            d = mapped[group, None, :] - frac[None, group, :]
            d -= np.round(d)
            good &= bool((abs(d).max(axis=2).min(axis=1) < tol).all())
        if good:
            return True
    return False


mono_sites = np.array([[.28, .04, .21], [.07, .33, .35], [.45, .76, .48]])
polar_sites = np.array([[.03, .27, .25], [.36, .07, .11], [.23, .54, .00]])
ideal_sites = np.array([[0, .25, .25], [.25, 0, 0], [.25, .5, 0]])
phases = {
    "P2_1/c": (monoclinic_orbit, mono_sites, (5.12, 5.17, 5.29, 99.2)),
    "Pca2_1": (polar_orbit, polar_sites, (5.23, 5.01, 5.04, 90.0)),
    "fluorite": (polar_orbit, ideal_sites, (5.08, 5.08, 5.08, 90.0)),
}

# Bond counting: brute-force search for all allowed oxygen populations.
for n_hf in range(1, 13):
    allowed = [(n3, n4) for n3 in range(7 * n_hf + 1)
               for n4 in range(7 * n_hf + 1)
               if n3 + n4 == 2 * n_hf and 3 * n3 + 4 * n4 == 7 * n_hf]
    assert allowed == [(n_hf, n_hf)]

# Ewald routine against an independent series for rock salt.
fcc = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
salt = np.vstack([fcc, (fcc + [.5, 0, 0]) % 1])
salt_energy = ewald(5.0 * np.eye(3), salt, np.array([1.0] * 4 + [-1.0] * 4))
madelung_ewald = -salt_energy / 4 * 2.5 / COULOMB
madelung_series = 12 * np.pi * sum(
    1 / np.cosh(np.pi / 2 * np.hypot(m, n))**2
    for m in range(1, 30, 2) for n in range(1, 30, 2))
assert abs(madelung_ewald - madelung_series) < 1e-8

rng = np.random.default_rng(7)
results = {}
for name, (orbit, sites, parameters) in phases.items():
    cell, frac = cell_matrix(*parameters), build(orbit, sites)
    distance = contacts(cell, frac)
    bonds, hf_cn, o_cn, sums = pauling(distance)
    mean = sum(sums) / 8
    rms = float(sum((p - 2)**2 for p in sums) / 8)**0.5
    assert mean == 2
    energy = ewald(cell, frac, CHARGES) / 4
    assert abs(energy - ewald(cell, frac, CHARGES, 0.5) / 4) < 1e-6
    valence = length_sums(distance)
    results[name] = dict(cell=cell, frac=frac, sums=Counter(sums), rms=rms,
                         energy=energy, volume=abs(np.linalg.det(cell)) / 4)
    print(f"{name}: a, b, c = {parameters[:3]} angstrom, beta = {parameters[3]} deg")
    print(f"  bonds {distance[distance < CUTOFF].min():.2f} to "
          f"{distance[distance < CUTOFF].max():.2f} angstrom; next contact "
          f"{distance[distance >= CUTOFF].min():.2f} angstrom")
    print(f"  Hf coordination {sorted(set(hf_cn.tolist()))}; O counts per cell "
          f"{dict(sorted(Counter(o_cn.tolist()).items()))}")
    print("  Pauling sums:", ", ".join(
        f"{p} = {float(p):.4f} ({n} O)" for p, n in sorted(Counter(sums).items())))
    print(f"  mean sum {float(mean):.4f}, rms deviation from 2: {rms:.4f}")
    if name == "fluorite":
        assert set(hf_cn) == {8} and set(o_cn) == {4} and rms == 0
        continue

    assert set(hf_cn) == {7}
    assert Counter(sums) == {Fraction(12, 7): 4, Fraction(16, 7): 4}
    assert all(bonds[h, o_cn == 3].sum() == 3 and
               bonds[h, o_cn == 4].sum() == 4 for h in range(4))
    energies, deviations = [], []
    for _ in range(40):
        moved = build(orbit, sites + rng.uniform(-ROUNDING, ROUNDING, (3, 3)))
        moved_distance = contacts(cell, moved)
        assert Counter(pauling(moved_distance)[3]) == Counter(sums)
        energies.append(ewald(cell, moved, CHARGES) / 4)
        deviations.append(abs(length_sums(moved_distance) - 2).max())
    assert max(deviations) < 2 / 7
    spread = max(energies) - min(energies)
    assert spread > const.k * TEMPERATURE / const.e
    results[name]["spread"] = spread
    print(f"  length-dependent sums: 3-coordinate O {valence[o_cn == 3].mean():.2f}, "
          f"4-coordinate O {valence[o_cn == 4].mean():.2f}")
    print(f"  largest deviation from 2 within coordinate rounding: {max(deviations):.2f}")
    print(f"  Ewald energy {energy:.2f} eV/f.u.; range under rounding {spread:.2f} eV/f.u.")

mono, polar, cubic = (results[n] for n in ("P2_1/c", "Pca2_1", "fluorite"))
assert mono["sums"] == polar["sums"] != cubic["sums"]
assert has_inversion(mono["frac"]) and has_inversion(cubic["frac"])
assert not has_inversion(polar["frac"])

# A common volume removes the trivial effect of cell size on Coulomb energy.
scale = (polar["volume"] / mono["volume"])**(1 / 3)
mono_scaled = ewald(mono["cell"] * scale, mono["frac"], CHARGES) / 4
assert abs(mono_scaled - mono["energy"] / scale) < 1e-6
coulomb_difference = polar["energy"] - mono_scaled

# Formal-charge polarization from all ion displacements off ideal fluorite sites.
shift = polar["frac"] - cubic["frac"]
shift -= np.round(shift)
dipole = CHARGES @ (shift @ polar["cell"])                  # e angstrom per cell
polarization = dipole / (4 * polar["volume"]) * const.e * 1e20   # C/m2
a, b, c, _ = phases["Pca2_1"][2]
assert np.allclose(dipole[:2], 0, atol=1e-10)
assert np.isclose(abs(polarization[2]),
                  8 * const.e * polar_sites[1, 2] / (a * b * 1e-20))
field_energy = abs(dipole[2]) / 4 * FIELD * 1e8 * 1e-10 * 1e3    # meV per f.u.

print(f"Difference in rms Pauling deviation, Pca2_1 - P2_1/c: "
      f"{polar['rms'] - mono['rms']:.4f}")
print(f"Volumes: P2_1/c {mono['volume']:.2f}, Pca2_1 {polar['volume']:.2f} angstrom^3/f.u.")
print(f"Ewald difference at Pca2_1 volume, Pca2_1 - P2_1/c: {coulomb_difference:.2f} eV/f.u.")
print(f"Inversion centre: P2_1/c {has_inversion(mono['frac'])}, "
      f"Pca2_1 {has_inversion(polar['frac'])}")
print(f"Rock-salt Madelung constant: Ewald {madelung_ewald:.6f}, series {madelung_series:.6f}")
print(f"Coordinate rounding: +/- {ROUNDING} (fractional); bond cutoff {CUTOFF} angstrom")
print(f"Bond-valence decay length: {DECAY} angstrom")
print(f"Formal-charge polarization of Pca2_1: {abs(polarization[2]) * 100:.0f} uC/cm2")
print(f"Field energy at {FIELD:.0f} MV/cm: {field_energy:.0f} meV/f.u.")
print(f"Thermal energy kT at {TEMPERATURE:.0f} K: "
      f"{const.k * TEMPERATURE / const.e * 1e3:.0f} meV")
print("ALL CHECKS PASSED")
```

Printed output:

```
P2_1/c: a, b, c = (5.12, 5.17, 5.29) angstrom, beta = 99.2 deg
  bonds 2.05 to 2.23 angstrom; next contact 3.56 angstrom
  Hf coordination [7]; O counts per cell {3: 4, 4: 4}
  Pauling sums: 12/7 = 1.7143 (4 O), 16/7 = 2.2857 (4 O)
  mean sum 2.0000, rms deviation from 2: 0.2857
  length-dependent sums: 3-coordinate O 1.97, 4-coordinate O 2.03
  largest deviation from 2 within coordinate rounding: 0.11
  Ewald energy -132.48 eV/f.u.; range under rounding 0.59 eV/f.u.
Pca2_1: a, b, c = (5.23, 5.01, 5.04) angstrom, beta = 90.0 deg
  bonds 2.05 to 2.23 angstrom; next contact 3.22 angstrom
  Hf coordination [7]; O counts per cell {3: 4, 4: 4}
  Pauling sums: 12/7 = 1.7143 (4 O), 16/7 = 2.2857 (4 O)
  mean sum 2.0000, rms deviation from 2: 0.2857
  length-dependent sums: 3-coordinate O 1.87, 4-coordinate O 2.13
  largest deviation from 2 within coordinate rounding: 0.22
  Ewald energy -132.98 eV/f.u.; range under rounding 0.33 eV/f.u.
fluorite: a, b, c = (5.08, 5.08, 5.08) angstrom, beta = 90.0 deg
  bonds 2.20 to 2.20 angstrom; next contact 4.21 angstrom
  Hf coordination [8]; O counts per cell {4: 8}
  Pauling sums: 2 = 2.0000 (8 O)
  mean sum 2.0000, rms deviation from 2: 0.0000
Difference in rms Pauling deviation, Pca2_1 - P2_1/c: 0.0000
Volumes: P2_1/c 34.56, Pca2_1 33.01 angstrom^3/f.u.
Ewald difference at Pca2_1 volume, Pca2_1 - P2_1/c: 1.53 eV/f.u.
Inversion centre: P2_1/c True, Pca2_1 False
Rock-salt Madelung constant: Ewald 1.747565, series 1.747565
Coordinate rounding: +/- 0.005 (fractional); bond cutoff 2.7 angstrom
Bond-valence decay length: 0.37 angstrom
Formal-charge polarization of Pca2_1: 54 uC/cm2
Field energy at 1 MV/cm: 11 meV/f.u.
Thermal energy kT at 300 K: 26 meV
ALL CHECKS PASSED
```
